# Coates pile-up correction and lifetime recovery from first-photon timing histograms: verification in Python

```python
"""Coates pile-up correction for first-event-per-cycle photon timing.

Result under test: with N cycles, n_i first events in bin i and
R_i = N - sum_{j<i} n_j live cycles, the mean number of events per cycle in
bin i is estimated by mu_i = -ln(1 - n_i/R_i), variance (exp(mu_i)-1)/R_i.
An exponential fit to mu_i then recovers the lifetime tau.
Symbols: m = mean detectable signal photons per cycle, r = background rate,
M(t) = mean events per cycle before t, S = exp(-M) = probability of no event.
All times are in ns, all rates in 1/ns, unless a label says otherwise.
"""
import math
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.stats import poisson

rng = np.random.default_rng(20241)
TAU, M_SIGNAL, PULSE, GATE, WIDTH = 4.0, 1.5, 2.0, 50.0, 0.2
PERIOD, BACKGROUND, CYCLES = 200.0, 5.0e-5, 2_000_000
edges = WIDTH * np.arange(int(round(GATE / WIDTH)) + 1)
FIRST_FIT_BIN = 15
fit_edges = edges[FIRST_FIT_BIN:]
delay = fit_edges - fit_edges[0]


def signal_fraction(t):
    return -np.expm1(-np.maximum(t - PULSE, 0.0) / TAU)


def mean_events(t, m=M_SIGNAL):
    return m * signal_fraction(t) + BACKGROUND * t


def coates(counts, cycles):
    live = cycles - np.concatenate(([0.0], np.cumsum(counts)[:-1]))
    assert np.all(live > counts), "no live cycles left"
    return -np.log1p(-counts / live), live


def decay_model(params):
    a, tau, r = params
    e = np.exp(-delay / tau)
    mu = a * (e[:-1] - e[1:]) + r * WIDTH
    ue = delay * e
    jac = np.column_stack((e[:-1] - e[1:],
                           a * (ue[:-1] - ue[1:]) / tau**2,
                           np.full(mu.size, WIDTH)))
    return mu, jac


def initial_guess(mu_hat):
    r = max(mu_hat[-50:].mean() / WIDTH, 1e-7)
    net = mu_hat - r * WIDTH
    a = net.sum()
    return np.array([a, (net * (delay[:-1] + WIDTH / 2)).sum() / a, r])


def weighted_fit(mu_hat, live):
    """Gauss-Newton fit; weights follow from the current model."""
    params = initial_guess(mu_hat)
    for _ in range(200):
        mu, jac = decay_model(params)
        weight = live / np.expm1(mu)
        normal = jac.T @ (weight[:, None] * jac)
        step = np.linalg.solve(normal, jac.T @ (weight * (mu_hat - mu)))
        while np.any(params + step <= 0):
            step = step / 2
        params = params + step
        if np.max(np.abs(step / params)) < 1e-9:
            return params, math.sqrt(np.linalg.inv(normal)[1, 1])
    raise AssertionError("fit did not converge")


def corrected_fit(counts, cycles):
    mu_hat, live = coates(counts, cycles)
    return weighted_fit(mu_hat[FIRST_FIT_BIN:], live[FIRST_FIT_BIN:])


def likelihood_fit(counts, live, first_only):
    """Direct search: binomial (first events) or Poisson (plain histogram)."""
    n = counts[FIRST_FIT_BIN:]
    big = live[FIRST_FIT_BIN:]

    def loss(q):
        mu = decay_model(np.exp(q))[0]
        if first_only:
            return np.sum((big - n) * mu - n * np.log(-np.expm1(-mu)))
        return np.sum(big * mu - n * np.log(mu))

    q0 = np.log(initial_guess(n / big))
    simplex = np.vstack((q0, q0 + 0.1 * np.eye(3)))
    res = minimize(loss, q0, method="Nelder-Mead",
                   options=dict(initial_simplex=simplex, xatol=1e-8,
                                fatol=1e-6, maxiter=5000, maxfev=10000))
    assert res.success
    return np.exp(res.x)


# Exact first-event probabilities from an explicit sum over event number.
mu_true = np.diff(mean_events(edges))
total = mean_events(GATE)
late_share = 1 - mean_events(edges) / total
late_share[-1] = 0.0
none_before = sum(poisson.pmf(k, total) * late_share**k for k in range(60))
mu_from_sum, _ = coates(-np.diff(none_before), 1.0)
sum_error = np.max(np.abs(mu_from_sum - mu_true))
assert sum_error < 1e-11


# Mean recorded delay without background: integral against series.
def mean_delay_ratio(m):
    top = quad(lambda y: y * m * math.exp(-y + m * math.expm1(-y)), 0, 60,
               epsabs=1e-12, limit=200)[0]
    return top / -math.expm1(-m)


for m in (0.05, 1.5):
    series = sum(m**k / (k * math.factorial(k)) for k in range(1, 40))
    assert abs(mean_delay_ratio(m) - series / math.expm1(m)) < 1e-8
assert abs((1 - mean_delay_ratio(0.05)) / (0.05 / 4) - 1) < 0.01

# The formula maximizes the multinomial likelihood with free bin means.
toy_counts, toy_cycles = np.array([500.0, 200.0, 100.0]), 1200.0


def toy_loss(q):
    s = np.exp(-np.concatenate(([0.0], np.cumsum(np.exp(q)))))
    return -(toy_counts @ np.log(s[:-1] - s[1:])
             + (toy_cycles - toy_counts.sum()) * np.log(s[-1]))


toy = minimize(toy_loss, np.log([0.3, 0.3, 0.3]), method="Nelder-Mead",
               options=dict(xatol=1e-8, fatol=1e-10, maxiter=4000))
assert np.allclose(np.exp(toy.x), coates(toy_counts, toy_cycles)[0], atol=1e-5)

# Variance, bias and correlation in a small sample with strong pile-up.
toy_mu, toy_n, draws = np.array([0.7, 0.5, 0.4]), 200, 400_000
toy_s = np.exp(-np.concatenate(([0.0], np.cumsum(toy_mu))))
sample = rng.multinomial(toy_n, np.append(-np.diff(toy_s), toy_s[-1]),
                         size=draws)[:, :3]
toy_live = toy_n - np.column_stack((np.zeros(draws), sample[:, 0],
                                    sample[:, 0] + sample[:, 1]))
toy_hat = -np.log1p(-sample / toy_live)
toy_var = np.expm1(toy_mu) / (toy_n * toy_s[:-1])
# Tolerances cover the next order in 1/R plus sampling noise.
assert np.allclose(toy_hat.var(axis=0), toy_var, rtol=0.08)
assert np.allclose(toy_hat.mean(axis=0) - toy_mu, toy_var / 2, rtol=0.20)
corr_hat = np.corrcoef(toy_hat.T)
corr_raw = np.corrcoef(sample.T)
assert np.max(np.abs(corr_hat - np.eye(3))) < 0.015
assert corr_raw[0, 1] < -0.3

# Photon-by-photon simulation; only the earliest event of a cycle is recorded.
photons = rng.poisson(M_SIGNAL, CYCLES)
n_back = rng.poisson(CYCLES * BACKGROUND * GATE)
cycle_id = np.concatenate((np.repeat(np.arange(CYCLES), photons),
                           rng.integers(0, CYCLES, n_back)))
times = np.concatenate((PULSE + rng.exponential(TAU, photons.sum()),
                        rng.uniform(0, GATE, n_back)))
earliest = np.full(CYCLES, np.inf)
np.minimum.at(earliest, cycle_id, times)
recorded = np.histogram(earliest[earliest < GATE], edges)[0].astype(float)
all_events = np.histogram(times[times < GATE], edges)[0].astype(float)
mu_hat, live = coates(recorded, CYCLES)
flat_live = np.full(recorded.size, float(CYCLES))
chi_hist = np.mean((mu_hat - mu_true)**2 * live / np.expm1(mu_true))
chi_raw = np.mean((recorded / CYCLES - mu_true)**2 * CYCLES / mu_true)
assert abs(chi_hist - 1) < 0.4 and chi_raw > 50

best, sigma = corrected_fit(recorded, CYCLES)
direct = likelihood_fit(recorded, live, True)
naive = likelihood_fit(recorded, flat_live, False)
ideal = likelihood_fit(all_events, flat_live, False)
m_found = best[0] * math.exp((fit_edges[0] - PULSE) / best[1])
assert abs(best[1] - TAU) < 4 * sigma
assert abs(direct[1] - best[1]) < 0.05 * sigma
assert abs(naive[1] - TAU) > 20 * sigma
assert abs(ideal[1] - TAU) < 4 * sigma
dof = delay.size - 1 - 3
mu_fit, mu_naive = decay_model(best)[0], decay_model(naive)[0]
tail = slice(FIRST_FIT_BIN, None)
chi_fit = np.sum((mu_hat[tail] - mu_fit)**2 * live[tail]
                 / np.expm1(mu_fit)) / dof
chi_naive = np.sum((recorded[tail] / CYCLES - mu_naive)**2
                   * CYCLES / mu_naive) / dof

# Predicted error of tau against the scatter of repeated experiments.
flux_rows = []
for m in (0.05, 0.5, 1.5, 3.0):
    s = np.exp(-mean_events(edges, m))
    cell = -np.diff(s)
    exact, predicted = corrected_fit(CYCLES * cell, CYCLES)
    assert abs(exact[1] - TAU) < 1e-6
    repeats = rng.multinomial(CYCLES, np.append(cell, s[-1]), size=200)
    taus = np.array([corrected_fit(row[:-1].astype(float), CYCLES)[0][1]
                     for row in repeats])
    scatter = taus.std(ddof=1)
    assert abs(scatter / predicted - 1) < 0.22
    assert abs(taus.mean() - TAU) < 4.5 * predicted / math.sqrt(200)
    flux_rows.append((m, predicted, scatter, taus.mean()))

# Neglected effects: noise-free histograms through the same algorithm.
JITTER, TAIL_SHARE, TAIL_TIME = 0.04, 0.2, 0.2
TRAP_PROB, TRAP_TIME = 0.03, 50.0
PULSE_RMS, EMITTERS, CYCLE_ERROR = 0.03, 1000, 0.01
survival = np.exp(-mean_events(edges))


def tau_shift(s, assumed_cycles=CYCLES):
    return corrected_fit(-CYCLES * np.diff(s), assumed_cycles)[0][1] - TAU


lag = np.arange(-0.3, 3.0, 0.005)
core = np.exp(-lag**2 / (2 * JITTER**2))
slow = np.where(lag > 0, np.exp(-np.maximum(lag, 0) / TAIL_TIME), 0.0)
kernel = (1 - TAIL_SHARE) * core / core.sum() + TAIL_SHARE * slow / slow.sum()
blurred = np.exp(-mean_events(np.clip(edges[:, None] - lag, 0, GATE))) @ kernel
middle = edges[:-1] + WIDTH / 2
memory = math.exp(-PERIOD / TRAP_TIME)
leak = (TRAP_PROB * np.sum(-np.diff(survival) * np.exp(middle / TRAP_TIME))
        * memory / (1 - memory))
after = survival * np.exp(leak * np.expm1(-edges / TRAP_TIME))
signal = M_SIGNAL * signal_fraction(edges)
unsteady = survival * np.exp((PULSE_RMS * signal)**2 / 2)
finite = np.exp(-BACKGROUND * edges) * (1 - signal / EMITTERS)**EMITTERS
shifts = {
    "jitter and diffusion tail": tau_shift(blurred),
    "afterpulses from earlier cycles": tau_shift(after),
    "pulse-energy fluctuation": tau_shift(unsteady),
    "finite number of emitters": tau_shift(finite),
}
wrong_n = tau_shift(survival, CYCLES * (1 + CYCLE_ERROR))
assert all(abs(v) < 0.01 * TAU for v in shifts.values())
assert wrong_n < -3 * sigma

print(f"true lifetime {TAU:.1f} ns; signal photons per cycle {M_SIGNAL:.1f}")
print(f"period {PERIOD:.0f} ns; gate {GATE:.0f} ns; bin {WIDTH:.1f} ns")
print(f"pulse at {PULSE:.1f} ns; fit starts at {fit_edges[0]:.1f} ns")
print(f"background {BACKGROUND * 1e9:.0f} 1/s; cycles {CYCLES}")
print(f"acquisition time {CYCLES * PERIOD * 1e-9:.2f} s")
print(f"recorded first events {recorded.sum():.0f}")
print(f"all events in gate {all_events.sum():.0f}")
print(f"recorded events per cycle {recorded.sum() / CYCLES:.4f}")
print(f"largest error of mu from event-number sum {sum_error:.1e}")
for m in (0.05, 1.5):
    print(f"mean recorded delay / tau at m={m}: {mean_delay_ratio(m):.5f}")
print("bin start ns | n | R | n/N | mu Coates | all events/N | mu true")
for start in (2.0, 4.0, 8.0, 16.0):
    i = int(round(start / WIDTH))
    print(f"{start:.1f} | {recorded[i]:.0f} | {live[i]:.0f} | "
          f"{recorded[i] / CYCLES:.6f} | {mu_hat[i]:.6f} | "
          f"{all_events[i] / CYCLES:.6f} | {mu_true[i]:.6f}")
print(f"mean squared deviation/variance, Coates vs truth {chi_hist:.3f}")
print(f"mean squared deviation/variance, raw vs truth {chi_raw:.1f}")
print(f"lifetime, uncorrected fit {naive[1]:.4f} ns")
print(f"lifetime, Coates and weighted fit {best[1]:.4f} ns")
print(f"standard error of corrected lifetime {sigma * 1e3:.2f} ps")
print(f"lifetime, direct first-event likelihood {direct[1]:.4f} ns")
print(f"lifetime, ideal multi-hit histogram {ideal[1]:.4f} ns")
print(f"recovered signal photons per cycle {m_found:.4f}")
print(f"recovered background {best[2] * 1e9:.0f} 1/s")
print(f"reduced chi-square: corrected {chi_fit:.3f}, raw {chi_naive:.2f}")
print(f"small-sample correlation, bins 1-2: raw {corr_raw[0, 1]:.3f}, "
      f"Coates {corr_hat[0, 1]:.4f}")
print("m | predicted error ps | scatter ps | mean tau ns (200 repeats)")
for m, predicted, scatter, mean_tau in flux_rows:
    print(f"{m:.2f} | {predicted * 1e3:.2f} | {scatter * 1e3:.2f} | "
          f"{mean_tau:.4f}")
gain = (flux_rows[0][1] / flux_rows[2][1])**2
print(f"time saved at equal error, m=1.5 against 0.05: factor {gain:.1f}")
print(f"jitter rms {JITTER * 1e3:.0f} ps; tail share {TAIL_SHARE:.1f}, "
      f"tail time {TAIL_TIME * 1e3:.0f} ps")
print(f"trap release probability {TRAP_PROB:.2f}, time {TRAP_TIME:.0f} ns")
print(f"pulse-energy rms {PULSE_RMS:.2f}; emitters {EMITTERS}")
for name, value in shifts.items():
    print(f"lifetime shift, {name}: {value * 1e3:+.3f} ps")
print(f"lifetime shift, N too large by {CYCLE_ERROR:.0%}: "
      f"{wrong_n * 1e3:+.2f} ps")
print("every check passed")
```

Running it gives:

```
true lifetime 4.0 ns; signal photons per cycle 1.5
period 200 ns; gate 50 ns; bin 0.2 ns
pulse at 2.0 ns; fit starts at 3.0 ns
background 50000 1/s; cycles 2000000
acquisition time 0.40 s
recorded first events 1556277
all events in gate 3008364
recorded events per cycle 0.7781
largest error of mu from event-number sum 7.8e-16
mean recorded delay / tau at m=0.05: 0.98754
mean recorded delay / tau at m=1.5: 0.66594
bin start ns | n | R | n/N | mu Coates | all events/N | mu true
2.0 | 141675 | 1999808 | 0.070837 | 0.073479 | 0.073485 | 0.073166
4.0 | 48178 | 1107554 | 0.024089 | 0.044474 | 0.044442 | 0.044381
8.0 | 10211 | 622558 | 0.005105 | 0.016538 | 0.016415 | 0.016333
16.0 | 1075 | 465246 | 0.000538 | 0.002313 | 0.002218 | 0.002219
mean squared deviation/variance, Coates vs truth 1.024
mean squared deviation/variance, raw vs truth 3377.3
lifetime, uncorrected fit 2.8636 ns
lifetime, Coates and weighted fit 4.0064 ns
standard error of corrected lifetime 4.98 ps
lifetime, direct first-event likelihood 4.0064 ns
lifetime, ideal multi-hit histogram 4.0016 ns
recovered signal photons per cycle 1.5032
recovered background 50300 1/s
reduced chi-square: corrected 0.988, raw 84.44
small-sample correlation, bins 1-2: raw -0.496, Coates 0.0040
m | predicted error ps | scatter ps | mean tau ns (200 repeats)
0.05 | 17.48 | 16.06 | 3.9977
0.50 | 5.91 | 5.97 | 4.0004
1.50 | 4.97 | 5.02 | 4.0000
3.00 | 6.35 | 6.91 | 3.9994
time saved at equal error, m=1.5 against 0.05: factor 12.4
jitter rms 40 ps; tail share 0.2, tail time 200 ps
trap release probability 0.03, time 50 ns
pulse-energy rms 0.03; emitters 1000
lifetime shift, jitter and diffusion tail: -0.851 ps
lifetime shift, afterpulses from earlier cycles: +0.451 ps
lifetime shift, pulse-energy fluctuation: -1.283 ps
lifetime shift, finite number of emitters: +1.426 ps
lifetime shift, N too large by 1%: -36.17 ps
every check passed
```
